# Gaunt's integral and the reduced matrix element of C^k

The integral of three spherical harmonics over all directions is

\[
\int Y_{l_1m_1}Y_{l_2m_2}Y_{l_3m_3}\,d\Omega=\sqrt{\frac{(2l_1+1)(2l_2+1)(2l_3+1)}{4\pi}}\begin{pmatrix}l_1&l_2&l_3\\0&0&0\end{pmatrix}\begin{pmatrix}l_1&l_2&l_3\\m_1&m_2&m_3\end{pmatrix},\tag{1}
\]

and the operator \(C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}\) has the reduced matrix element

\[
\langle l\|C^k\|l'\rangle=(-1)^l\sqrt{(2l+1)(2l'+1)}\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}.\tag{2}
\]

All \(l\) and \(k\) are non-negative integers, and none of the harmonics in (1) is conjugated. Equation (2) belongs to the Wigner–Eckart convention

\[
\langle lm|C^k_q|l'm'\rangle=(-1)^{l-m}\begin{pmatrix}l&k&l'\\-m&q&m'\end{pmatrix}\langle l\|C^k\|l'\rangle .\tag{3}
\]

A convention that places a different factor in front of the reduced element changes (2) accordingly, while the matrix elements themselves stay the same.

The harmonics are orthonormal and carry the Condon–Shortley phase. With \(\hbar=1\), this means that

\[
L_zY_{lm}=mY_{lm},\qquad L_\pm Y_{lm}=\sqrt{l(l+1)-m(m\pm1)}\;Y_{l,m\pm1},
\]

that \(Y_{l0}\) is positive at the north pole, and that \(Y_{lm}^*=(-1)^mY_{l,-m}\). The Clebsch–Gordan coefficients \(\langle l_1m_1l_2m_2|LM\rangle\) are the real coefficients that combine two independent angular momenta into normalized states of total \(L,M\). Their overall sign for each \(L\) is fixed by \(\langle l_1l_1\,l_2,L{-}l_1|LL\rangle>0\). The 3j symbol is defined by

\[
\begin{pmatrix}l_1&l_2&l_3\\m_1&m_2&m_3\end{pmatrix}=\frac{(-1)^{l_1-l_2-m_3}}{\sqrt{2l_3+1}}\langle l_1m_1l_2m_2|l_3,-m_3\rangle,\tag{4}
\]

and it is zero when \(m_1+m_2+m_3\ne0\) or when \(l_3\) lies outside the range from \(|l_1-l_2|\) to \(l_1+l_2\).

The derivation of (1) starts from a coupled product in which both harmonics have the same argument:

\[
\Phi_{LM}(\theta,\phi)=\sum_{m_1m_2}\langle l_1m_1l_2m_2|LM\rangle\,Y_{l_1m_1}(\theta,\phi)\,Y_{l_2m_2}(\theta,\phi).
\]

The angular momentum operators \(L_z=-i\partial_\phi\) and \(L_\pm=e^{\pm i\phi}(\pm\partial_\theta+i\cot\theta\,\partial_\phi)\) contain first derivatives only. The product rule therefore gives

\[
L_\pm(Y_{l_1m_1}Y_{l_2m_2})=(L_\pm Y_{l_1m_1})Y_{l_2m_2}+Y_{l_1m_1}(L_\pm Y_{l_2m_2}),
\]

and likewise for \(L_z\). This is the action of the total angular momentum on a product of two independent states. The coefficients were chosen to make such combinations obey the ladder relations, and those relations survive when the two directions are set equal. Hence

\[
L_z\Phi_{LM}=M\Phi_{LM},\qquad L_\pm\Phi_{LM}=\sqrt{L(L+1)-M(M\pm1)}\;\Phi_{L,M\pm1}.
\]

Since \(L^2=L_-L_++L_z^2+L_z\), it follows that

\[
L^2\Phi_{LM}=\{[L(L+1)-M(M+1)]+M^2+M\}\Phi_{LM}=L(L+1)\Phi_{LM}.
\]

The harmonics are a complete orthonormal set on the sphere, and just one of them has the eigenvalues \(L(L+1)\) and \(M\). Therefore \(\Phi_{LM}=a_{LM}Y_{LM}\). Applying \(L_-\) to both sides produces the same square root on each side and leaves \(a_{LM}=a_{L,M-1}\), so the factor depends on \(L\) alone. It may vanish, since products of functions of one direction need not be linearly independent.

The factor follows from the value at the north pole. There \(Y_{lm}\) vanishes for \(m\neq0\), because it contains \(\sin^{|m|}\theta\), and \(Y_{l0}=\sqrt{(2l+1)/4\pi}\), because \(P_l(1)=1\). For \(M=0\) a single term of the sum survives:

\[
\frac{\sqrt{(2l_1+1)(2l_2+1)}}{4\pi}\langle l_10\,l_20|L0\rangle=a_L\sqrt{\frac{2L+1}{4\pi}},
\]

which gives

\[
a_L=\sqrt{\frac{(2l_1+1)(2l_2+1)}{4\pi(2L+1)}}\;\langle l_10\,l_20|L0\rangle.\tag{5}
\]

The coefficients form a real orthogonal matrix, so \(\sum_{LM}\langle l_1m_1l_2m_2|LM\rangle\langle l_1m_1'l_2m_2'|LM\rangle=\delta_{m_1m_1'}\delta_{m_2m_2'}\). Multiplying \(\Phi_{LM}=a_LY_{LM}\) by a coefficient and summing over \(L\) and \(M\) recovers the simple product:

\[
Y_{l_1m_1}Y_{l_2m_2}=\sum_{LM}a_L\langle l_1m_1l_2m_2|LM\rangle\,Y_{LM}.\tag{6}
\]

Now multiply by \(Y_{l_3m_3}=(-1)^{m_3}Y^*_{l_3,-m_3}\) and integrate. Orthonormality selects \(L=l_3\) and \(M=-m_3\), so that

\[
\int Y_{l_1m_1}Y_{l_2m_2}Y_{l_3m_3}d\Omega=(-1)^{m_3}\sqrt{\frac{(2l_1+1)(2l_2+1)}{4\pi(2l_3+1)}}\langle l_10l_20|l_30\rangle\langle l_1m_1l_2m_2|l_3,-m_3\rangle.
\]

By (4), the first coefficient is \((-1)^{l_1-l_2}\sqrt{2l_3+1}\) times the 3j symbol with zero projections. The second is \((-1)^{l_1-l_2-m_3}\sqrt{2l_3+1}\) times the general one. The two factors \((-1)^{l_1-l_2}\) multiply to one, and the remaining \((-1)^{-m_3}\) cancels \((-1)^{m_3}\). The two square roots give \(2l_3+1\), which, divided by the \(\sqrt{2l_3+1}\) in the denominator, leaves \(\sqrt{2l_3+1}\) in the numerator. This is (1). If \(l_3\) lies outside the triangle range, (6) has no term with \(L=l_3\), and both sides of (1) are zero.

The case \(l_3=0\) is a check on the phases. With \(l_1=l_2=l\) and \(\langle lm\,l,{-m}|00\rangle=(-1)^{l-m}/\sqrt{2l+1}\), the right side of (1) becomes

\[
\frac{2l+1}{\sqrt{4\pi}}\,\frac{(-1)^l}{\sqrt{2l+1}}\,\frac{(-1)^{l-m}}{\sqrt{2l+1}}=\frac{(-1)^m}{\sqrt{4\pi}},
\]

which agrees with \(Y_{00}=1/\sqrt{4\pi}\) and \(\int Y_{lm}Y_{l,-m}d\Omega=(-1)^m\).

The two 3j symbols have different roles. The one with the \(m\)'s expresses rotational symmetry and describes how any two angular momenta couple. The one with zeros records that the factors are functions of a single direction. Setting all \(m=0\) in (1), with \(Y_{l0}=\sqrt{(2l+1)/4\pi}\,P_l(x)\) and \(x=\cos\theta\), gives

\[
\begin{pmatrix}l_1&l_2&l_3\\0&0&0\end{pmatrix}^2=\frac12\int_{-1}^{1}P_{l_1}P_{l_2}P_{l_3}\,dx.\tag{7}
\]

Because \(P_l(-x)=(-1)^lP_l(x)\), this vanishes when \(l_1+l_2+l_3\) is odd, which is the parity selection rule. For example, two vectors couple to rank one through their cross product, and the cross product of a unit vector with itself is zero.

Equation (7) leaves the sign open. To find it, project (6), taken with \(m_1=l_1\) and \(m_2=L-l_1\), onto \(Y_{LL}\):

\[
\int Y_{LL}^*\,Y_{l_1l_1}Y_{l_2,L-l_1}\,d\Omega=a_L\,\langle l_1l_1\,l_2,L{-}l_1|LL\rangle.\tag{8}
\]

The last coefficient is positive by convention, and \(a_L\) is a positive number times \(\langle l_10l_20|L0\rangle\). The integral on the left thus has the sign of \(\langle l_10l_20|L0\rangle\), and (4) supplies a further \((-1)^{l_1-l_2}\) for the 3j symbol.

For the reduced element, conjugate the left-hand harmonic and use (1):

\[
\begin{aligned}
\langle lm|C^k_q|l'm'\rangle&=(-1)^m\sqrt{\frac{4\pi}{2k+1}}\int Y_{l,-m}Y_{kq}Y_{l'm'}\,d\Omega\\
&=(-1)^m\sqrt{(2l+1)(2l'+1)}\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}\begin{pmatrix}l&k&l'\\-m&q&m'\end{pmatrix}.
\end{aligned}\tag{9}
\]

The factors \(4\pi\) and \(2k+1\) have cancelled. Since \((-1)^{l-m}(-1)^l=(-1)^{2l-m}=(-1)^m\), the expression has the form (3), and what multiplies \((-1)^{l-m}\) and the second 3j symbol is (2). The Wigner–Eckart factorization has thereby been obtained explicitly for this operator. For \(k=0\) the operator is unity; the 3j symbol in (2) is then \((-1)^l/\sqrt{2l+1}\), and the reduced element is \(\sqrt{2l+1}\).

Exchanging \(l\) and \(l'\) can change the sign. By (7), the 3j symbols with zeros in the orders \(l,k,l'\) and \(l',k,l\) have equal magnitude. Their signs follow from (8). The integral for the second order is \(\int Y_{ll}^*Y_{l'l'}Y_{k,l-l'}d\Omega\). It is real, so it equals its conjugate, which is \((-1)^{l-l'}\int Y^*_{l'l'}Y_{ll}Y_{k,l'-l}d\Omega\), or \((-1)^{l-l'}\) times the integral for the first order. The prefactors \((-1)^{l-k}\) and \((-1)^{l'-k}\) from (4) differ by the same sign, so the two 3j symbols are equal. The factor \((-1)^l\) in (2) then gives

\[
\langle l'\|C^k\|l\rangle=(-1)^{l-l'}\langle l\|C^k\|l'\rangle .
\]

For the dipole operator between d and p functions, (7) gives \(\tfrac12\int P_2P_1^2dx=2/15\), so the magnitude is \(\sqrt{15\cdot2/15}=\sqrt2\). The computed values are \(\langle2\|C^1\|1\rangle=1.414214\) and \(\langle1\|C^1\|2\rangle=-1.414214\).

These elements supply the angular part of the Coulomb repulsion between electrons in atomic orbitals. The generating function of the Legendre polynomials gives, for \(r_1\ne r_2\),

\[
\frac1{r_{12}}=\sum_{k=0}^\infty\frac{r_<^k}{r_>^{k+1}}P_k(\cos\gamma),\qquad P_k(\cos\gamma)=\sum_{q=-k}^{k}C^{k*}_q(1)\,C^k_q(2),
\]

where \(\gamma\) is the angle between the two directions, and \(r_<\) and \(r_>\) are the smaller and larger radius. The second relation holds because a common rotation mixes the \(2k+1\) functions \(C^k_q\) by a unitary matrix, which leaves the sum unchanged. Rotating direction 1 to the pole, where \(C^k_q=\delta_{q0}\), leaves \(C^k_0(2)=P_k(\cos\gamma)\).

Take two orbitals \(R(r)Y_{lm}\) and \(R(r)Y_{lm'}\) of one shell, with a common radial function. The radial integrals are the Slater integrals

\[
F^k=\frac{e^2}{4\pi\varepsilon_0}\int_0^\infty\!\!\int_0^\infty R^2(r_1)R^2(r_2)\frac{r_<^k}{r_>^{k+1}}\,r_1^2r_2^2\,dr_1dr_2 .
\]

They are positive and decrease with \(k\), because \(r_</r_>\le1\). Write \(c^k(m,m')=\langle lm|C^k_{m-m'}|lm'\rangle\), which is real. In the direct integral each electron stays in its orbital, so only \(q=0\) contributes. In the exchange integral the angular factor is \(\sum_q\langle lm|C^{k*}_q|lm'\rangle\langle lm'|C^k_q|lm\rangle\). The first factor is the conjugate of the second, and only \(q=m'-m\) survives, which leaves \([c^k(m',m)]^2\). Since \(C^{k*}_q=(-1)^qC^k_{-q}\), \(c^k(m',m)\) and \(c^k(m,m')\) differ at most in sign. Hence

\[
J=\sum_kc^k(m,m)\,c^k(m',m')\,F^k,\qquad K=\sum_k[c^k(m,m')]^2F^k.\tag{10}
\]

The triangle and parity rules cut the infinite multipole series to \(k=0,2,\dots,2l\). The exchange integral is a sum of non-negative terms. Orbitals with different radial functions need separate radial integrals for \(J\) and \(K\), although the angular factors keep their form.

Consider two d electrons with parallel spins in \(m=2\) and \(m'=1\), with model values \(F^0=20\), \(F^2=10\) and \(F^4=6\) eV. The expansion

\[
P_2^2=\tfrac15P_0+\tfrac27P_2+\tfrac{18}{35}P_4
\]

and \(\int P_k^2dx=2/(2k+1)\) turn (7) into squares of \(1/5\), \(2/35\) and \(2/35\) for \(k=0,2,4\). For the signs, (8) with \(l_1=L=2\) and \(l_2=k\) requires \(\int|Y_{22}|^2Y_{k0}d\Omega\), which is 0.282095, −0.180224 and 0.040299. The quadrupole value is negative because the \(m=2\) density is concentrated near the equator. The factor \((-1)^{2-k}\) is \(+1\), so the 3j symbols with zeros are 0.447214, −0.239046 and 0.239046. Multiplication by \(\sqrt{5\cdot5}=5\) gives the reduced elements 2.236068, −1.195229 and 1.195229.

The other 3j symbols follow from the ladder. For \(k=2\), write the highest state with \(L=2\) as \(A|2,0\rangle+B|1,1\rangle+C|0,2\rangle\), where the kets show \(m_1,m_2\). The raising operator must annihilate it, which requires \(\sqrt6A+2B=0\) and \(2B+\sqrt6C=0\). With \(A>0\) and unit norm, \(A=C=\sqrt{2/7}\) and \(B=-\sqrt{3/7}\). By (4), the symbols with lower rows \((2,0,-2)\) and \((1,1,-2)\) are \(\sqrt{2/35}=0.239046\) and \(-\sqrt{3/35}=-0.292770\). When all three \(l\)'s are 2, the integral (1) is unchanged by permuting the \(m\)'s, and so is the 3j symbol. These are therefore also the values for \((-2,0,2)\) and \((-2,1,1)\). Lowering the state once gives \(|1,0\rangle\) the coefficient \((2A+\sqrt6B)/2=-1/\sqrt{14}\), and hence \(1/\sqrt{70}=0.119523\) for \((-1,0,1)\). Equation (9) now gives

\[
\begin{aligned}
c^2(2,2)&=5(-0.239046)(0.239046)=-0.285714=-\tfrac27,\\
c^2(1,1)&=-5(-0.239046)(0.119523)=0.142857=\tfrac17,\\
c^2(2,1)&=5(-0.239046)(-0.292770)=0.349927=\tfrac{\sqrt6}{7}.
\end{aligned}
\]

For \(k=4\) the same ladder construction gives 0.039841, 0.159364 and −0.089087 for the lower rows \((-2,0,2)\), \((-1,0,1)\) and \((-2,1,1)\). The coefficients are then \(c^4(2,2)=0.047619\), \(c^4(1,1)=-0.190476\) and \(c^4(2,1)=-0.106479\). They can be confirmed by elementary integration. From \(L_+Y_{40}=\sqrt{20}\,Y_{41}\) one has \(C^4_1=-e^{i\phi}\sin\theta\,P_4'(x)/\sqrt{20}\), and with the explicit d harmonics

\[
\begin{aligned}
c^4(2,2)&=\tfrac{15}{16}\int_{-1}^1(1-x^2)^2P_4\,dx=\tfrac1{21},\\
c^4(1,1)&=\tfrac{15}{4}\int_{-1}^1x^2(1-x^2)P_4\,dx=-\tfrac4{21},\\
c^4(2,1)&=\tfrac{15}{8\sqrt{20}}\int_{-1}^1(1-x^2)^2x\,P_4'\,dx=-\tfrac{\sqrt5}{21}.
\end{aligned}
\]

In the first two lines only the \(x^4\) term contributes, with \(\int x^4P_4dx=16/315\); in the third, \(P_4'=(35x^3-15x)/2\) makes the integral \(-16/63\).

For \(k=0\) the operator is unity, so \(c^0(2,2)=c^0(1,1)=1\) and \(c^0(2,1)=0\). Inserting everything in (10) gives

\[
\begin{aligned}
J&=20-\tfrac{2}{49}\,10-\tfrac{4}{441}\,6=20-0.408163-0.054422=19.537\ \text{eV},\\
K&=\tfrac{6}{49}\,10+\tfrac{5}{441}\,6=1.224490+0.068027=1.293\ \text{eV}.
\end{aligned}
\]

The quadrupole term lowers \(J\) because the two densities have axial quadrupoles of opposite sign: the mean of \(\cos^2\theta\) is \(1/7\) for \(m=2\), below the spherical value \(1/3\), and \(3/7\) for \(m=1\), above it. The \(m=1\) density still vanishes on the axis itself and is largest at \(\theta=45^\circ\) and \(135^\circ\).

For parallel spins the repulsion energy of the determinant is \(J-K=18.245\) eV. This determinant has \(M_S=1\) and \(M_L=3\). Raising \(M_L\) further would put both electrons in \(m=2\) with the same spin, which the Pauli principle forbids, and two electrons cannot have \(M_S>1\). Both raising operators therefore annihilate the determinant, which makes it a state of the \(^3F\) term with \(L=3\) and \(S=1\). Its energy is the first-order Coulomb repulsion within a fixed d shell. One-electron energies, spin–orbit coupling and mixing with other configurations are left out.

Rotational invariance requires every member of the term to have this energy. The numerical check confirms it for the coupled state with \(L=3\), \(M=0\), whose energy from a double angular integral is also 18.245 eV. The same check compares (1) with direct quadrature for all 15625 combinations with \(l\le4\), and the largest absolute deviation is below \(10^{-11}\).

## Computed values

```
Gaunt integrals compared, l up to 4: 15625
largest Gaunt deviation below 1e-11: True
largest reduced-element deviation below 1e-11: True
k=0: (2 k 2;0 0 0) = 0.447214, square = 1/5
k=0: integral |Y22|^2 Yk0 = 0.282095
k=0: <2||C^k||2> = 2.236068, square = 5
k=0, m=2, m'=2: 3j(-m,m-m',m') = 0.447214, c^k = 1.000000, square = 1
k=0, m=1, m'=1: 3j(-m,m-m',m') = -0.447214, c^k = 1.000000, square = 1
k=2: (2 k 2;0 0 0) = -0.239046, square = 2/35
k=2: integral |Y22|^2 Yk0 = -0.180224
k=2: <2||C^k||2> = -1.195229, square = 10/7
k=2, m=2, m'=2: 3j(-m,m-m',m') = 0.239046, c^k = -0.285714, square = 4/49
k=2, m=1, m'=1: 3j(-m,m-m',m') = 0.119523, c^k = 0.142857, square = 1/49
k=2, m=2, m'=1: 3j(-m,m-m',m') = -0.292770, c^k = 0.349927, square = 6/49
k=4: (2 k 2;0 0 0) = 0.239046, square = 2/35
k=4: integral |Y22|^2 Yk0 = 0.040299
k=4: <2||C^k||2> = 1.195229, square = 10/7
k=4, m=2, m'=2: 3j(-m,m-m',m') = 0.039841, c^k = 0.047619, square = 1/441
k=4, m=1, m'=1: 3j(-m,m-m',m') = 0.159364, c^k = -0.190476, square = 16/441
k=4, m=2, m'=1: 3j(-m,m-m',m') = -0.089087, c^k = -0.106479, square = 5/441
<2||C^1||1> = 1.414214
<1||C^1||2> = -1.414214
F^0 = 20.0 eV; J term = 20.000000 eV; K term = 0.000000 eV
F^2 = 10.0 eV; J term = -0.408163 eV; K term = 1.224490 eV
F^4 = 6.0 eV; J term = -0.054422 eV; K term = 0.068027 eV
J from coefficients = 19.537415 eV
J from double integral = 19.537415 eV
K from coefficients = 1.292517 eV
K from double integral = 1.292517 eV
J - K, triplet F energy = 18.244898 eV
energy of coupled L=3, M=0 state = 18.244898 eV
```
